**Lead self-energy from decaying and outgoing Bloch modes**

The program tests \(\Sigma=VgV^\dagger=VY_2Y_1^{-1}\), where \(V\) is the interlayer hopping, \(g\) the retarded surface Green function, and \((Y_1;Y_2)\) a basis of the modes with \(|\lambda|<1\) or with \(|\lambda|=1\) and positive velocity. For a random five-orbital lead with hopping of rank 3, it asserts agreement with surface decimation extrapolated to zero broadening; the largest difference is 2.0e-09 hartree. It also asserts agreement of the bulk Green function with a Brillouin-zone integral, of the velocities with finite-difference band slopes, and of the current matrix with the channel velocities. A two-leg ladder is compared with its scalar solution at three energies, including a band crossing where one Bloch factor carries two velocities of opposite sign. The output shows that selection by the sign of \({\rm Im}\,\lambda\) gives a broadening matrix with a negative eigenvalue, and that omitting the \(\lambda=0\) vectors changes the self-energy by up to 0.0368 hartree in one element. Two further leads cover a Jordan chain at \(\lambda=0\), where the self-energy is nonzero although every selected factor vanishes, and an end state, where \(Y_1\) is singular.

## Program and output

```python
"""
Result under test: the retarded self-energy of a semi-infinite periodic lead,
    Sigma = V g V^dagger = V Y2 Y1^(-1),
where (Y1; Y2) spans the solutions (psi_j; psi_{j+1}) of the layer equations
that decay (|lambda| < 1, lambda = 0 included) or travel outward
(|lambda| = 1, positive velocity).  V may be singular.
Symbols: H0 = layer block, V = hopping H_{j,j+1}, g = surface Green function,
lambda = exp(ik) = Bloch factor per layer, v = dE/dk, Gamma = i(Sigma-Sigma^dagger).
Energies in hartree, hbar = 1, k = phase per layer.
"""
import numpy as np
from scipy.linalg import ordqz
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
CIRCLE_TOL = 1e-8   # distance from the unit circle that counts as "on" it


def dag(M):
    return M.conj().T


def bloch_modes(z, H0, V):
    """Schur basis of the decaying subspace, propagating modes, all (alpha, beta)."""
    n = len(H0)
    one, zero = np.eye(n, dtype=complex), np.zeros((n, n), dtype=complex)
    A = np.block([[zero, one], [-dag(V), z * one - H0]])
    B = np.block([[one, zero], [zero, V]])

    def is_inside(a, b):
        return np.abs(a) < (1 - CIRCLE_TOL) * np.abs(b)

    _, _, alpha, beta, _, Z = ordqz(A, B, sort=is_inside, output="complex")
    n_inside = int(np.sum(is_inside(alpha, beta)))
    on = np.abs(np.abs(alpha) - np.abs(beta)) <= CIRCLE_TOL * np.abs(beta)
    remaining = list(alpha[on] / beta[on])
    modes = []
    while remaining:
        first = remaining[0]
        group = [x for x in remaining if abs(x - first) < 1e-6]
        remaining = [x for x in remaining if abs(x - first) >= 1e-6]
        lam = np.mean(group)
        lam = lam / abs(lam)
        P = lam * (z * one - H0) - lam**2 * V - dag(V)
        U = dag(np.linalg.svd(P)[2])[:, -len(group):]
        velocity_matrix = dag(U) @ (1j * (lam * V - dag(V) / lam)) @ U
        v, C = np.linalg.eigh(velocity_matrix)
        modes += [(lam, U @ C[:, i], v[i]) for i in range(len(group))]
    return Z[:, :n_inside], modes, alpha, beta


def outgoing_basis(z, H0, V, keep=lambda lam, v: v > 0):
    decaying, modes, _, _ = bloch_modes(z, H0, V)
    columns = [decaying]
    columns += [np.concatenate([u, lam * u])[:, None]
                for lam, u, v in modes if keep(lam, v)]
    Y = np.hstack(columns)
    assert Y.shape[1] == len(H0), "selected subspace has the wrong dimension"
    return Y


def self_energy(z, H0, V, **options):
    n = len(H0)
    Y = outgoing_basis(z, H0, V, **options)
    return V @ Y[n:] @ np.linalg.inv(Y[:n])


def decimated_surface(z, H0, V, steps):
    """Surface Green function of a finite chain of 2**steps layers."""
    one = np.eye(len(H0))
    surface, bulk = H0.astype(complex), H0.astype(complex)
    a, b = V.astype(complex), dag(V).astype(complex)
    for _ in range(steps):
        g = np.linalg.inv(z * one - bulk)
        surface = surface + a @ g @ b
        bulk = bulk + a @ g @ b + b @ g @ a
        a, b = a @ g @ a, b @ g @ b
    return np.linalg.inv(z * one - surface)


def retarded_limit(E, H0, V, eta):
    """V g V^dagger from decimation, extrapolated from three eta to eta = 0."""
    s = [V @ decimated_surface(E + 1j * m * eta, H0, V, 26) @ dag(V)
         for m in (1, 2, 4)]
    return (8 * s[0] - 6 * s[1] + s[2]) / 3


def explicit_surface(z, H0, V, layers):
    n = len(H0)
    H = (np.kron(np.eye(layers), H0) + np.kron(np.eye(layers, k=1), V)
         + np.kron(np.eye(layers, k=-1), dag(V)))
    return np.linalg.inv(z * np.eye(n * layers) - H)[:n, :n]


def bloch_hamiltonian(k, H0, V):
    return H0 + V * np.exp(1j * k) + dag(V) * np.exp(-1j * k)


def gamma_of(S):
    return 1j * (S - dag(S))


def c(x, digits=6):
    return f"{x.real:+.{digits}f}{x.imag:+.{digits}f}i"


# ---------- random complex lead with a rank-deficient hopping ----------
rng = np.random.default_rng(7)


def gaussian(rows, cols):
    return rng.normal(size=(rows, cols)) + 1j * rng.normal(size=(rows, cols))


nr, rank_r = 5, 3
Hr = gaussian(nr, nr)
Hr = 0.5 * (Hr + dag(Hr))
Vr = 0.3 * gaussian(nr, rank_r) @ dag(gaussian(nr, rank_r))
assert np.linalg.matrix_rank(Vr) == rank_r

# decimation against the explicit finite chain
z = 0.3 + 0.1j
err_chain = np.max(np.abs(decimated_surface(z, Hr, Vr, 5)
                          - explicit_surface(z, Hr, Vr, 32)))
assert err_chain < 1e-9

# both self-energies against the Brillouin-zone integral of the bulk resolvent
z = 0.3 + 0.2j
G_modes = np.linalg.inv(z * np.eye(nr) - Hr - self_energy(z, Hr, Vr)
                        - self_energy(z, Hr, dag(Vr)))
k_grid = 2 * np.pi * np.arange(4000) / 4000
G_zone = sum(np.linalg.inv(z * np.eye(nr) - bloch_hamiltonian(k, Hr, Vr))
             for k in k_grid) / len(k_grid)
err_zone = np.max(np.abs(G_modes - G_zone))
assert err_zone < 1e-9

# real energy well away from band edges
best = (-1.0, None)
for E in np.linspace(-2, 2, 41):
    _, modes, al, be = bloch_modes(E, Hr, Vr)
    if modes:
        inside = np.abs(al) < (1 - CIRCLE_TOL) * np.abs(be)
        quality = min(min(abs(m[2]) for m in modes),
                      1 - np.max(np.abs(al[inside] / be[inside])))
        best = max(best, (quality, E))
Er = best[1]
Sr = self_energy(Er, Hr, Vr)
err_random = np.max(np.abs(Sr - retarded_limit(Er, Hr, Vr, 1e-4)))
assert err_random < 1e-5

out_r = [m for m in bloch_modes(Er, Hr, Vr)[1] if m[2] > 0]
k_fine = np.linspace(-np.pi, np.pi, 4001)
bands = np.array([np.linalg.eigvalsh(bloch_hamiltonian(k, Hr, Vr)) for k in k_fine])
crossings = int(np.sum((bands[1:] > Er) != (bands[:-1] > Er)))
assert crossings == 2 * len(out_r)

err_slope = 0.0
for lam, u, v in out_r:
    k, h = np.angle(lam), 1e-4
    band = np.argmin(np.abs(np.linalg.eigvalsh(bloch_hamiltonian(k, Hr, Vr)) - Er))
    slope = (np.linalg.eigvalsh(bloch_hamiltonian(k + h, Hr, Vr))[band]
             - np.linalg.eigvalsh(bloch_hamiltonian(k - h, Hr, Vr))[band]) / (2 * h)
    err_slope = max(err_slope, abs(slope - v))
assert err_slope < 1e-5

# current matrix: zero for decaying states, velocities for propagating ones
Y1 = outgoing_basis(Er, Hr, Vr)[:nr]
expected = np.diag([0.0] * (nr - len(out_r)) + [m[2] for m in out_r])
err_current = np.max(np.abs(dag(Y1) @ gamma_of(Sr) @ Y1 - expected))
assert err_current < 1e-8
assert np.linalg.matrix_rank(gamma_of(Sr), tol=1e-8) == len(out_r)

print(f"random lead: n = {nr}, rank V = {rank_r}, E = {Er:.2f} hartree")
print(f"  open channels {len(out_r)}, band crossings {crossings}")
print(f"  Sigma, modes vs decimation: max diff {err_random:.1e} hartree")
print(f"  bulk G, modes vs zone integral: max diff {err_zone:.1e} 1/hartree")
print(f"  velocity vs band slope: max diff {err_slope:.1e} hartree")
print(f"  current matrix vs diag(0,v): max diff {err_current:.1e} hartree")

# ---------- two-leg ladder, two rungs per layer ----------
w, t, d = 0.05, -0.02, -0.08
rung = np.array([[0, w], [w, 0]])
hop = np.array([[t, d], [d, t]])
H0 = np.block([[rung, hop], [hop.T, rung]])
V = np.block([[np.zeros((2, 2)), np.zeros((2, 2))], [hop, np.zeros((2, 2))]])
channels = {"even": (w, t + d), "odd": (-w, t - d)}
print(f"ladder: rung {w}, leg {t}, diagonal {d} hartree")
print(f"  n = {len(H0)}, rank V = {np.linalg.matrix_rank(V)}")
for name, (e, h) in channels.items():
    print(f"  {name}: site energy {e:+.2f}, hopping {h:+.2f} hartree")


def scalar_factor(E, e, h):
    """Per-rung factor of the retarded scalar chain: decaying root at E + i0."""
    x = (E + 1e-13j - e) / (2 * h)
    root = np.sqrt(x * x - 1)
    return min((x + root, x - root), key=abs)


for E in (0.03, 0.12, -0.0125):
    S = self_energy(E, H0, V)
    mu = {name: scalar_factor(E, *p) for name, p in channels.items()}
    s_even = channels["even"][1] * mu["even"]
    s_odd = channels["odd"][1] * mu["odd"]
    exact = np.zeros((4, 4), dtype=complex)
    exact[2:, 2:] = 0.5 * np.array([[s_even + s_odd, s_even - s_odd],
                                    [s_even - s_odd, s_even + s_odd]])
    err_exact = np.max(np.abs(S - exact))
    err_dec = np.max(np.abs(S - retarded_limit(E, H0, V, 1e-5)))
    assert err_exact < 1e-9 and err_dec < 1e-7
    print(f"E = {E} hartree")
    for name, (e, h) in channels.items():
        print(f"  {name}: (E-e)/2h = {(E - e) / (2 * h):+.6f}, mu = {c(mu[name])}")
        print(f"    mu^2 = {c(mu[name]**2)}, h*mu = {c(h * mu[name])} hartree")
    _, modes, al, be = bloch_modes(E, H0, V)
    for lam, u, v in modes:
        print(f"  |lambda|=1: lambda = {c(lam)}, v = {v:+.6f} hartree")
    print(f"  Sigma_33 = {c(S[2, 2])}, Sigma_34 = {c(S[2, 3])} hartree")
    if E == 0.03:
        print(f"  Sigma_33 = {c(S[2, 2] * HARTREE_EV, 4)} eV")
    print(f"  max diff: scalar {err_exact:.0e}, decimation {err_dec:.0e} hartree")

    if E == 0.03:
        n_zero = int(np.sum(np.abs(al) < 1e-10 * np.abs(be)))
        n_inf = int(np.sum(np.abs(be) < 1e-10 * np.abs(al)))
        assert n_zero == 2 and n_inf == 2 and len(modes) == 4
        print(f"  lambda = 0: {n_zero}, infinite: {n_inf}, on circle: {len(modes)}")
        # motion of the unit-modulus factors when E gains a small imaginary part
        eta = 1e-5
        _, _, al2, be2 = bloch_modes(E + 1j * eta, H0, V)
        finite = np.abs(be2) > 1e-10 * np.abs(al2)
        lam_eta = al2[finite] / be2[finite]
        worst = 0.0
        for lam, u, v in modes:
            moved = lam_eta[np.argmin(np.abs(lam_eta - lam))]
            worst = max(worst, abs((1 - abs(moved)) / eta * v - 1))
        assert worst < 1e-3
        print(f"  (1-|lambda|)v/eta at eta = {eta:.0e}: max |ratio-1| {worst:.1e}")
        # leaving out the lambda = 0 vectors spoils the inverse
        kept = [m for m in modes if m[2] > 0]
        Phi = np.array([m[1] for m in kept]).T
        S_cut = V @ Phi @ np.diag([m[0] for m in kept]) @ np.linalg.pinv(Phi)
        err_cut = np.max(np.abs(S_cut - S))
        assert err_cut > 1e-3
        print(f"  error without lambda = 0 vectors: {err_cut:.4f} hartree")
    if E != 0.12:
        S_phase = self_energy(E, H0, V, keep=lambda lam, v: lam.imag > 0)
        low_phase = np.linalg.eigvalsh(gamma_of(S_phase))[0]
        low_right = np.linalg.eigvalsh(gamma_of(S))[0]
        assert low_phase < -1e-2 and low_right > -1e-10
        print(f"  lowest Gamma eigenvalue if Im lambda>0 kept: {low_phase:.6f} hartree")
    if E == -0.0125:
        pair = [m for m in modes if m[0].imag > 0]
        assert len(pair) == 2 and abs(pair[0][0] - pair[1][0]) < 1e-9
        assert pair[0][2] * pair[1][2] < 0
        mixed = (pair[0][1] + pair[1][1]) / np.sqrt(2)
        lam = pair[0][0]
        v_mixed = np.vdot(mixed, 1j * (lam * V - dag(V) / lam) @ mixed).real
        assert abs(v_mixed - 0.5 * (pair[0][2] + pair[1][2])) < 1e-10
        print(f"  equal mixture at Im lambda>0: v = {v_mixed:+.6f} hartree")

# ---------- cut dimers: a Jordan chain at lambda = 0 ----------
e1, e2, tc, E = 0.02, -0.03, 0.07, 0.05
Hd = np.diag([e1, e2])
Vd = np.array([[0, tc], [0, 0]])
Yd = outgoing_basis(E, Hd, Vd)
Fd = Yd[2:] @ np.linalg.inv(Yd[:2])
Sd = Vd @ Fd
assert np.max(np.abs(Sd - Vd @ explicit_surface(E, Hd, Vd, 6) @ dag(Vd))) < 1e-10
assert np.max(np.abs(Fd @ Fd)) < 1e-10 and np.max(np.abs(Fd)) > 0.1
n_vectors = 2 - np.linalg.matrix_rank(Vd)
assert n_vectors == 1
print(f"cut dimers: e1 {e1}, e2 {e2}, hopping {tc}, E {E} hartree")
print(f"  eigenvectors at lambda = 0: {n_vectors} of 2; F_21 = {Fd[1, 0].real:.6f}")
print(f"  Sigma_11 = {Sd[0, 0].real:.6f} hartree, max|F^2| = {np.max(np.abs(Fd @ Fd)):.0e}")

# ---------- dimerized chain with an end state at E = 0 ----------
t1, t2 = 0.05, 0.10
Hs = np.array([[0, t1], [t1, 0]])
Vs = np.array([[0, 0], [t2, 0]])
smallest = {E: np.linalg.svd(outgoing_basis(E, Hs, Vs)[:2], compute_uv=False)[-1]
            for E in (0.0, 0.02)}
assert smallest[0.0] < 1e-10 and smallest[0.02] > 1e-3
print(f"dimerized chain: hoppings {t1} in layer, {t2} between layers, hartree")
for E, s in smallest.items():
    print(f"  E = {E} hartree: smallest singular value of Y1 = {s:.2e}")

print("success")
```

Printed output:

```
random lead: n = 5, rank V = 3, E = -1.70 hartree
  open channels 1, band crossings 2
  Sigma, modes vs decimation: max diff 2.0e-09 hartree
  bulk G, modes vs zone integral: max diff 1.3e-15 1/hartree
  velocity vs band slope: max diff 1.5e-08 hartree
  current matrix vs diag(0,v): max diff 1.8e-15 hartree
ladder: rung 0.05, leg -0.02, diagonal -0.08 hartree
  n = 4, rank V = 2
  even: site energy +0.05, hopping -0.10 hartree
  odd: site energy -0.05, hopping +0.06 hartree
E = 0.03 hartree
  even: (E-e)/2h = +0.100000, mu = +0.100000+0.994987i
    mu^2 = -0.980000+0.198997i, h*mu = -0.010000-0.099499i hartree
  odd: (E-e)/2h = +0.666667, mu = +0.666667-0.745356i
    mu^2 = -0.111111-0.993808i, h*mu = +0.040000-0.044721i hartree
  |lambda|=1: lambda = -0.111111+0.993808i, v = -0.044721 hartree
  |lambda|=1: lambda = -0.111111-0.993808i, v = +0.044721 hartree
  |lambda|=1: lambda = -0.980000+0.198997i, v = +0.099499 hartree
  |lambda|=1: lambda = -0.980000-0.198997i, v = -0.099499 hartree
  Sigma_33 = +0.015000-0.072110i, Sigma_34 = -0.025000-0.027389i hartree
  Sigma_33 = +0.4082-1.9622i eV
  max diff: scalar 5e-14, decimation 2e-13 hartree
  lambda = 0: 2, infinite: 2, on circle: 4
  (1-|lambda|)v/eta at eta = 1e-05: max |ratio-1| 1.1e-04
  error without lambda = 0 vectors: 0.0368 hartree
  lowest Gamma eigenvalue if Im lambda>0 kept: -0.089443 hartree
E = 0.12 hartree
  even: (E-e)/2h = -0.350000, mu = -0.350000+0.936750i
    mu^2 = -0.755000-0.655725i, h*mu = +0.035000-0.093675i hartree
  odd: (E-e)/2h = +1.416667, mu = +0.413200-0.000000i
    mu^2 = +0.170735-0.000000i, h*mu = +0.024792-0.000000i hartree
  |lambda|=1: lambda = -0.755000+0.655725i, v = -0.093675 hartree
  |lambda|=1: lambda = -0.755000-0.655725i, v = +0.093675 hartree
  Sigma_33 = +0.029896-0.046837i, Sigma_34 = +0.005104-0.046837i hartree
  max diff: scalar 4e-14, decimation 1e-13 hartree
E = -0.0125 hartree
  even: (E-e)/2h = +0.312500, mu = +0.312500+0.949918i
    mu^2 = -0.804687+0.593699i, h*mu = -0.031250-0.094992i hartree
  odd: (E-e)/2h = +0.312500, mu = +0.312500-0.949918i
    mu^2 = -0.804687-0.593699i, h*mu = +0.018750-0.056995i hartree
  |lambda|=1: lambda = -0.804688+0.593699i, v = -0.056995 hartree
  |lambda|=1: lambda = -0.804688+0.593699i, v = +0.094992 hartree
  |lambda|=1: lambda = -0.804688-0.593699i, v = -0.094992 hartree
  |lambda|=1: lambda = -0.804688-0.593699i, v = +0.056995 hartree
  Sigma_33 = -0.006250-0.075993i, Sigma_34 = -0.025000-0.018998i hartree
  max diff: scalar 5e-14, decimation 6e-13 hartree
  lowest Gamma eigenvalue if Im lambda>0 kept: -0.113990 hartree
  equal mixture at Im lambda>0: v = +0.018998 hartree
cut dimers: e1 0.02, e2 -0.03, hopping 0.07, E 0.05 hartree
  eigenvectors at lambda = 0: 1 of 2; F_21 = 0.875000
  Sigma_11 = 0.061250 hartree, max|F^2| = 0e+00
dimerized chain: hoppings 0.05 in layer, 0.1 between layers, hartree
  E = 0.0 hartree: smallest singular value of Y1 = 0.00e+00
  E = 0.02 hartree: smallest singular value of Y1 = 2.60e-01
success
```
